\section*{The kink of a free plate by an edge dislocation}

\section{Problem}

A long plate of thickness $h$ occupies $|y|<h/2$. Its faces and its distant ends are free of load. A straight edge dislocation runs along $z$ at height $y_0$ above the midplane. Its Burgers vector, of length $b$, points along $x$: it lies in the plane of the plate and is normal to the dislocation line. Far from the line the plate consists of two flat arms.

\begin{enumerate}
\item By what angle $\theta$ are the arms turned relative to each other when the dislocation lies at the midplane?
\item How does the angle change when the dislocation lies off centre?
\item How large is the angle for a silicon membrane 100 nm thick, and which neglected effects could disturb it?
\end{enumerate}

The plate is uniform and linearly elastic, either isotropic or with $x$, $y$, $z$ as axes of orthotropic symmetry. Strains are plane ($\varepsilon_{zz}=0$) and rotations are small.

To fix signs, cut the plate along $x=0$ from the line up to the top face and insert a layer of width $b$. The displacement then jumps across the cut:
\begin{equation}
u_x(0^+,y)-u_x(0^-,y)=b ,\qquad y_0<y<h/2 .
\label{jump}
\end{equation}

\section{First estimate by scaling}

The top face has been lengthened by about $b$ and the bottom face has not. A difference in length $b$ across a thickness $h$ turns the arms by
\begin{equation}
\theta\sim \frac{b}{h}.
\end{equation}
The elastic modulus cannot enter: no load is applied, and a single modulus cannot be combined with the lengths $b$ and $h$ into a pure number.

The estimate must fail near the faces. If the line approaches the top face, the inserted layer shrinks to nothing. If it approaches the bottom face, the layer fills the whole section and merely pushes the arms apart. The angle therefore vanishes at both faces and is largest somewhere between. Scaling gives neither the prefactor nor the shape of this curve.

\section{Exact solution within linear elasticity}

\subsection{The far arms}

Since faces and ends are free, equilibrium of the piece of plate beyond any section shows that the section carries no net force and no moment. By Saint-Venant's principle, stresses with zero resultants die out over a distance of order $h$, or about $(h/2\pi)\sqrt{E'/G}$ if the shear modulus $G$ is much smaller than the in-plane modulus $E'$ defined below, which can be many $h$. Each arm is therefore unstressed and has moved rigidly:
\begin{equation}
u_x=c_\pm+s_\pm y ,\qquad \theta\equiv s_+-s_- ,
\label{arms}
\end{equation}
with $+$ for the right arm and $-$ for the left. A rigid rotation has $\partial_x u_y=-\partial_y u_x=-s_\pm$, so positive $\theta$ means that the right arm points downward relative to the left one. The plate is then convex on the side of the inserted layer.

\subsection{An auxiliary state: pure bending}

Label the dislocated plate as state 2. As state 1 take the same plate without a dislocation, bent by a moment $M$ per unit length along $z$:
\begin{equation}
\sigma^{(1)}_{xx}=\frac{12M}{h^3}\,y,\qquad \sigma^{(1)}_{yy}=\sigma^{(1)}_{xy}=0 .
\label{bend}
\end{equation}
This stress satisfies equilibrium, because $\partial_x\sigma_{xx}^{(1)}=0$, and it leaves the faces free. Its force and moment are
\begin{equation}
\int_{-h/2}^{h/2}\sigma^{(1)}_{xx}\,dy=0,\qquad
\int_{-h/2}^{h/2}\sigma^{(1)}_{xx}\,y\,dy=\frac{12M}{h^3}\,\frac{h^3}{12}=M .
\label{resultants}
\end{equation}
A continuous displacement belongs to it. With in-plane stiffnesses $C_{xx},C_{xy},C_{yy}$, the condition $\sigma_{yy}=0$ gives $\varepsilon_{yy}=-(C_{xy}/C_{yy})\varepsilon_{xx}$, and hence
\begin{equation}
\sigma_{xx}=E'\varepsilon_{xx},\qquad E'=C_{xx}-\frac{C_{xy}^2}{C_{yy}} .
\end{equation}
With $\kappa=12M/(E'h^3)$, the displacement
\begin{equation}
u_x=\kappa xy,\qquad u_y=-\frac{\kappa x^2}{2}-\frac{C_{xy}}{C_{yy}}\frac{\kappa y^2}{2}
\end{equation}
has exactly these strains, and its shear strain is proportional to $\kappa x-\kappa x=0$.

\subsection{Reciprocity}

For two equilibrium states without body forces,
\begin{equation}
\partial_j\!\left(\sigma^{(1)}_{ij}u^{(2)}_i-\sigma^{(2)}_{ij}u^{(1)}_i\right)
=\sigma^{(1)}_{ij}\varepsilon^{(2)}_{ij}-\sigma^{(2)}_{ij}\varepsilon^{(1)}_{ij}=0 ,
\end{equation}
where the last step uses the symmetry of the elastic constants. Integrate over the plate with the cut opened and a small circle of radius $r$ around the line removed. With tractions $T_i=\sigma_{ij}n_j$ and outward normal $n$, the divergence theorem gives
\begin{equation}
\oint\left(T^{(1)}_iu^{(2)}_i-T^{(2)}_iu^{(1)}_i\right)ds=0 .
\label{betti}
\end{equation}
The boundary has four parts.

\emph{Faces.} Both tractions vanish.

\emph{Ends.} Here $T^{(2)}=0$. The normal is $+x$ on the right and $-x$ on the left, so by (\ref{arms}) and (\ref{resultants}) the contribution is
\begin{equation}
\int\sigma^{(1)}_{xx}\left[(c_++s_+y)-(c_-+s_-y)\right]dy=M(s_+-s_-)=M\theta .
\end{equation}

\emph{Cut.} The left lip has outward normal $+x$, the right lip $-x$. The first term of (\ref{betti}) gives
\begin{equation}
\int_{y_0}^{h/2}\sigma^{(1)}_{xx}\left[u^{(2)}_x(0^-)-u^{(2)}_x(0^+)\right]dy=-b\int_{y_0}^{h/2}\sigma^{(1)}_{xx}\,dy .
\end{equation}
The second term cancels between the lips, because $u^{(1)}$ is continuous and the tractions $T^{(2)}$ are opposite.

\emph{Circle.} Near the line $u^{(2)}$ grows at most as $\ln r$ and $\sigma^{(2)}$ as $1/r$. The first term is of order $r\ln r$. In the second, write $u^{(1)}$ as its value at the line plus a remainder of order $r$. The constant multiplies the net force on the core, which is zero, and the remainder contributes order $r\cdot(1/r)\cdot r=r$. Both vanish as $r\to0$.

The sum of the four parts is zero, so
\begin{align}
M\theta&=b\int_{y_0}^{h/2}\frac{12M}{h^3}\,y\,dy
=\frac{12Mb}{h^3}\cdot\frac12\left(\frac{h^2}{4}-y_0^2\right),\\
\theta&=\frac{3b}{2h}\left[1-\left(\frac{2y_0}{h}\right)^2\right].
\label{result}
\end{align}
At the midplane $\theta=3b/(2h)$. The moment and the stiffness have cancelled. In terms of the depth $d=h/2-y_0$ below the top face, $h^2/4-y_0^2=d(h-d)$, and
\begin{equation}
\theta=\frac{6b\,d(h-d)}{h^3}\;\longrightarrow\;\frac{6bd}{h^2}\quad(d\ll h).
\end{equation}
The last form still requires $d$ to be much larger than the dislocation core.

\subsection{Two further components}

With uniform tension $\sigma_0$ as state 1, the ends contribute $\sigma_0h(c_+-c_-)$ and the cut $-b\sigma_0(h/2-y_0)$. The arms are thus pushed apart on average by $c_+-c_-=b(1/2-y_0/h)$.

If the Burgers vector is instead normal to the plate, the cut term contains $\sigma^{(1)}_{xy}$, which is zero in pure bending, and there is no kink.

\section{Comparison}

The scaling law $b/h$ is right, but at the midplane it is too small by a factor $3/2$. It is the average of (\ref{result}) over all depths:
\begin{equation}
\frac1h\int_{-h/2}^{h/2}\theta\,dy_0=\frac{3b}{2h}\left(1-\frac13\right)=\frac bh .
\end{equation}

The factor has a simple meaning. Let $J(y)$ be the jump, equal to $b$ above the line and zero below. Then (\ref{result}) reads $\theta=\int Jy\,dy/\int y^2dy$, which is the slope of the least-squares straight line through the step $J(y)$. Unstressed arms can differ only by a linear function of $y$, and the plate selects this one. A central step gives the steepest fit.

A stack shows how the estimate is recovered. Put $N$ dislocations at the centres of $N$ equal layers, $2y_j/h=(2j-1-N)/N$. Since $\sum_j(2j-1-N)^2=N(N^2-1)/3$,
\begin{equation}
\theta_N=\frac{3b}{2h}\left[N-\frac{N^2-1}{3N}\right]=\frac{Nb}{h}\left(1+\frac{1}{2N^2}\right).
\end{equation}
For large $N$ this is the angle of a tilt boundary, $b$ divided by the spacing $h/N$. For $N=1$ it is $3b/(2h)$.

A finite-element solution of a plate of length $6h$, with the jump (\ref{jump}) imposed and reciprocity not used, gives $\theta h/b=1.50000$, $1.12500$ and $0.54000$ at $y_0/h=0$, $0.25$ and $0.40$. These agree with (\ref{result}) to all printed digits, for Poisson ratios 0.10 and 0.40 and for anisotropic silicon. Such close agreement is expected even on a coarse mesh, because the elements used represent pure bending exactly; it checks the signs and the algebra, not the accuracy of the stresses near the line. For silicon with a central dislocation, the least-squares slopes of the sections at $x=\pm h$ already differ by 0.9999 of the final angle (1.0007 if the slope is taken between the two faces), so the kink is local on the scale of $h$.

\section{A silicon membrane}

Take a free (001) membrane with $h=100$ nm and a Lomer dislocation: line along [110], Burgers vector in the plane and normal to it, $b=a/\sqrt2=0.384$ nm for an assumed lattice parameter $a=0.543$ nm. The estimate is $b/h=3.84$ mrad. The solution at the midplane is
\begin{equation}
\theta=\frac{3\times0.384}{2\times100}=5.76\ \text{mrad}=0.330^\circ .
\end{equation}
The end of an arm 1 $\mu$m long lies 5.76 nm off the line of the other arm. At $y_0=25$ nm the factor is $1-0.5^2=0.75$ and the kink is 4.32 mrad; at 40 nm it is 2.07 mrad.

\subsection{What the model leaves out}

\emph{Surface stress.} If the surface stresses of the two faces differ by $\Delta f$, they exert a moment $\Delta f\,h/2$ on a plate of bending stiffness $D=E'h^3/12$. In plane strain the curvature is $6\Delta f/(E'h^2)$. For $\Delta f=0.1$ N/m and $E'=170$ GPa the radius is about 2.8 mm, which turns the far ends of two 1 $\mu$m arms relative to each other by about 0.7 mrad, or 12\% of the midplane kink; between the chords of the arms the angle is half of this. This angle grows with arm length, whereas the kink does not.

\emph{Clamping tension.} Let $T$ be the tension per unit width and $\varphi(x)=-du_y/dx$ the downward slope of the midplane, which without tension jumps by $+\theta$ at the line. For small slopes the energy per unit width is
\begin{equation}
\int\left[\frac D2\left(\varphi'-\theta\delta(x)\right)^2+\frac T2\varphi^2\right]dx .
\end{equation}
Its minimum obeys $D(\varphi'-\theta\delta)'=T\varphi$. Away from $x=0$ this is $\varphi''=\varphi/l^2$ with $l=\sqrt{D/T}$. At $x=0$ the slope jumps by $\theta$ and the bending moment is continuous. In a plate much longer than $l$,
\begin{equation}
\varphi=\pm\frac\theta2\,e^{-|x|/l}.
\end{equation}
A stress of 10 MPa gives $l\approx3.8\ \mu$m. Between $x=\pm1\ \mu$m, about 77\% of the kink remains; far away the plate is flat. The stress meant here is the one left after the dislocation has entered. Between rigid clamps a distance $S$ apart, the material inserted by a midplane dislocation lowers the stress by $E'b/(2S)$, which is 1.6 MPa for $S=20\ \mu$m. The kinked shape takes up a length $\int\varphi^2/2\,dx\approx\theta^2l/8$ and gives back about 8\% of this, so the net drop is about 1.5 MPa.

\emph{Oxide skins.} If $E'$ varies symmetrically about the midplane, the bending stress is proportional to $E'(y)\,y$, and the same argument gives
\begin{equation}
\theta=b\,\frac{\int_{y_0}E'y\,dy}{\int E'y^2\,dy},
\end{equation}
the upper integral running to the top face and the lower over the full thickness. This assumes that the dislocation enters after coating, so that the jump crosses the skin too. Skins of 1.5 nm with $E'=75$ GPa, added to 100 nm of silicon, lower the midplane kink by about 1\%. If the oxide instead grows by consuming silicon from a membrane that was 100 nm thick, the thinning of the core nearly cancels this change.

\emph{Smaller effects.} Bending a strip of length $L$ and width $W$ uniformly through an angle $\alpha$ costs $DW\alpha^2/(2L)$. Equating its mean to $k_BT_0/2$ at temperature $T_0=300$ K, with $L=2\ \mu$m and $W=1\ \mu$m, gives an rms angle of 0.024 mrad. A core whose Burgers vector is spread vertically with variance $w^2$ replaces $y_0^2$ by its average $y_0^2+w^2$; for $w=b$ at the midplane the kink falls by a fraction $6\times10^{-5}$. Equating the slope of an arm with its angle of rotation causes a relative error of at most order $\theta^2\approx3\times10^{-5}$; the larger strains and rotations close to the line lie outside linear elasticity. If they leave a residual strain $\varepsilon_{xx}$ whose integral over the cross-section is of order $b^2$, the same reciprocity argument gives an extra angle of order $12b^2|y_0|/h^3$. This vanishes at the midplane. At $y_0=25$ nm an integral equal to $b^2$ would change the kink by about 1\%; the actual sign and size depend on the material.

\subsection{The real case}

Silicon membranes about 100 nm thick are made from silicon-on-insulator wafers, so the thickness is realistic. The elastic constants, oxide thickness, surface-stress difference and tension are rough assumed values. The assumption most easily broken is that of a free plate: a membrane held on all sides is not free to fold, and even in a long plate held only at its two ends the modest tension above removes about a quarter of the kink within 1 $\mu$m. The dislocation type matters as well. In a $60^\circ$ dislocation the in-plane edge component is $b/2$, so the midplane kink from this component is 2.88 mrad; the component normal to the plate adds none, and any twist due to the screw component lies outside this calculation.

The numerical output lists the remaining cases. In its coated-plate line $h$ denotes the total thickness, so the value 1.6475 is to be compared with 1.5 for a uniform plate of the same total thickness.

\section*{Calculated quantities}
\begin{verbatim}
FINITE ELEMENTS, angles in units of b/h
y0/h   formula   nu=0.10   nu=0.40   silicon
 0.00   1.50000   1.50000   1.50000   1.50000
 0.10   1.44000   1.44000   1.44000   1.44000
 0.25   1.12500   1.12500   1.12500   1.12500
 0.40   0.54000   0.54000   0.54000   0.54000
-0.25   1.12500   1.12500   1.12500   1.12500
share of kink between sections x = +-0.5 h: 1.0040
share of kink between sections x = +-1.0 h: 0.9999
kink, Burgers vector normal to plate: 0.00000
stack of 5: FE 5.1000, formula 5.1000
core split to +-0.1 h: FE 1.4400, formula 1.4400
skins 0.1 h each: FE 1.6475, formula 1.6475
surface-stress curvature, FE/formula: 1.0000
SILICON MEMBRANE (rough typical inputs)
lattice parameter: 0.543 nm
Burgers vector b: 0.3840 nm
thickness h: 100 nm
stiffness c11, c12, c44: 166, 64, 80 GPa
plane-strain modulus E': 170.3 GPa
midplane kink: 5.759 mrad = 0.330 deg
arm length: 1.0 um
offset of arm end from line of other arm: 5.76 nm
kink at y0 = 10 nm: 5.529 mrad, factor 0.96
kink at y0 = 25 nm: 4.320 mrad, factor 0.75
kink at y0 = 40 nm: 2.073 mrad, factor 0.36
NEGLECTED EFFECTS
oxide skin: 1.5 nm per face, E' = 75.2 GPa
change of kink by skins: -1.35 %
surface-stress difference: 0.1 N/m
its radius of curvature: 2.84 mm
its angle over both arms: 0.705 mrad
clamping tension: 10 MPa
decay length l under tension: 3.77 um
kink left between x = +-1 um under tension: 76.7 %
thermal rms angle at 300 K, width 1 um: 0.0242 mrad
core spread w = b, relative change: -5.9e-05
finite rotation, order theta^2: 3.3e-05
\end{verbatim}
